Angular surface compliance and ripple instability of strained Ge(001)

**A 13 per cent difference that becomes 60 per cent**

Take a compressed Ge(001) crystal, deep enough to count as a half-space, and ripple its surface, first with the wavevector along <110>, then along <100>. At equal wavelength and amplitude, the second ripple releases 12.6 % more elastic energy. Yet, in linear elasticity and with isotropic surface properties, its fastest growth by surface diffusion is 60 % quicker. The first number comes from the angular surface compliance of a cubic crystal, the second from the fourth power of that compliance.

**1. The stressed surface and its energy**

The crystal fills z < 0 and its cube axes are x, y and z. The ripple is

h = A cos(k x₁),

where x₁ lies along the wavevector, at angle θ to [100], and x₃ = z is the outward normal. Linear elasticity and small slope kA are assumed. The mean in-plane strain ε is held fixed by the material far below.

For the flat film, σ₃₃ = 2C₁₂ε + C₁₁ε₃₃ = 0 gives ε₃₃ = −2C₁₂ε/C₁₁. The in-plane stress is then

s = (C₁₁ + C₁₂)ε + C₁₂ε₃₃ = (C₁₁ + C₁₂ − 2C₁₂²/C₁₁)ε. (1)

Being equal along x and y, it has the components σ₁₁ = σ₂₂ = s, σ₁₂ = 0 in every rotated frame. All angular dependence must therefore come from the elastic response.

Let u be the displacement added by the ripple, with strain energy density W(u). The uniform density of the flat film contributes nothing, because h has zero mean. The term linear in u is s∂₁u₁. On the rippled surface, normal times area element is (−h′, 0, 1) per unit projected area, so the divergence theorem turns the volume integral of s∂₁u₁ into −s⟨h′u₁⟩. The energy change per area is

ΔE[u] = −⟨t·u⟩ + ⟨∫W dz⟩, t = (s h′, 0, 0). (2)

To second order in A, both terms may be evaluated in the flat half-space. W is quadratic, so at the minimum the strain energy is half the work and ΔE = −½⟨t·u⟩.

Define the compliance matrix Y for complex amplitudes of exp(ikx₁) by u = Yt/k. Reciprocity, ⟨t·u′⟩ = ⟨t′·u⟩ for any two loads, makes Y Hermitian, hence Y₁₁ real. The traction amplitude has magnitude |s|kA, and averaging a squared sinusoid gives ½, so

ΔE = −½ · ½ (skA)² Y₁₁/k = −¼ s²kA² Y₁₁(θ). (3)

In linear elasticity the sign of s is immaterial: tension and compression are relieved equally. The prestress and third-order corrections of section 9 remove this equality.

**2. The Stroh eigenproblem**

Insert u = a exp[ik(x₁ + pz)] into C_ijkl ∂ⱼ∂ₗuₖ = 0. With

Q_ik = C_i1k1, R_ik = C_i1k3, T_ik = C_i3k3,

and C_i3k1 = (Rᵀ)_ik, this becomes

[Q + p(R + Rᵀ) + p²T]a = 0. (4)

The traction on a plane of constant z is ikb, where b = (Rᵀ + pT)a. Solving this definition for pa gives

pa = −T⁻¹Rᵀa + T⁻¹b.

Equation (4) also reads (Q + pR)a + pb = 0. Substituting pa,

pb = (RT⁻¹Rᵀ − Q)a − RT⁻¹b.

The two lines form a real 6 × 6 eigenproblem N(a, b) = p(a, b). A real p is impossible in a stable crystal, since a·[…]a in (4) would be twice the positive energy of a real strain. The roots thus form three conjugate pairs. Since |exp(ikpz)| = exp(−k Im p z), decay towards z = −∞ selects Im p < 0.

Put the three decaying vectors a into the columns of U and the vectors b into V. For mode amplitudes α, u = Uα and t = ikVα, whence

Y = −iUV⁻¹. (5)

The algorithm at each angle is: rotate the stiffness tensor, form N, select three eigenvectors and evaluate (5). When roots coincide, as in an isotropic solid, the eigenvectors can merge and (5) becomes ill-conditioned. A form without eigenvectors is then needed.

**3. An integral form and its error**

Rotate the frame about x₂:

m = cosφ e₁ + sinφ e₃, n = −sinφ e₁ + cosφ e₃.

For a given mode,

e₁ + pe₃ = (cosφ + p sinφ)m + (p cosφ − sinφ)n,

so in the new frame its root is

p(φ) = (p cosφ − sinφ)/(cosφ + p sinφ) = d/dφ ln(cosφ + p sinφ).

The vector a is unchanged. So is b: from (4), the traction on planes of constant x₁ is ik(Q + pR)a = −ikpb, so the traction on the plane with normal n is ik(cosφ + p sinφ)b, and the bracket is just the factor by which the wavenumber along m has changed.

Now average over 0 < φ < π. The argument of the logarithm moves from 1 through p to −1. For Im p < 0 it passes through the lower half-plane and the logarithm changes by −iπ. The mean of p(φ) is −i for every decaying mode. Writing the lower half of the averaged N as (−K, Sᵀ), with

K = (1/π)∫₀^π (Q − RT⁻¹Rᵀ) dφ,

we have −KU + SᵀV = −iV. Multiplication by V⁻¹ from the right and K⁻¹ from the left gives UV⁻¹ = K⁻¹(Sᵀ + i), and by (5)

Y = K⁻¹ − iK⁻¹Sᵀ, Y₁₁ = (K⁻¹)₁₁. (6)

The last step uses that K and S are real and Y₁₁ is real. K is invertible: each integrand is the elastic energy form minimized over the gradient along n. It vanishes for displacements along n alone, where a rigid rotation costs nothing, and that direction turns with φ.

The integrand is smooth with period π, so equally spaced points converge geometrically. Its poles lie where cosφ + p sinφ = 0, or

exp(2iφ) = −(1 + ip)/(1 − ip).

At θ = 0 the relevant roots for Ge are p = ±0.515 − 0.857i. Then |1 + ip| and |1 − ip| are 1.927 and 0.535 for either sign, and their ratio is 3.60. With M points the error should scale as 3.60^(−M), about 10⁻⁹ for M = 16. The relative change of Y₁₁ from 16 to 32 points, computed at θ = 20°, is 2.4 × 10⁻¹⁰. The estimate gives a rate without a prefactor, and the roots at 20° differ somewhat. With 64 points, (5) and (6) agree to 2 × 10⁻¹⁵ relative at all angles compared, every 5° from 0 to 90°.

**4. Closed forms on the symmetry directions**

For k along <100> or <110>, the plane of x₁ and x₃ is a mirror plane and u₂ decouples. Write c for C₁₁₁₁ in the ripple frame and D = cC₁₁ − C₁₂², which is positive by stability. Then

ε₁₁ = (C₁₁σ₁₁ − C₁₂σ₃₃)/D, ε₃₃ = (cσ₃₃ − C₁₂σ₁₁)/D, 2ε₁₃ = σ₁₃/C₄₄.

In a mode, σ_i3 = ikb_i and σ_i1 = −ikpb_i. Equality of σ₁₃ and σ₃₁ requires b₁ = −pb₃. With b₃ = 1, the stresses σ₃₃, σ₁₃, σ₁₁ are ik times 1, −p, p². Compatibility, ∂₃²ε₁₁ + ∂₁²ε₃₃ = 2∂₁∂₃ε₁₃, becomes

p²(C₁₁p² − C₁₂)/D + (c − C₁₂p²)/D = −p²/C₄₄,

C₁₁p⁴ + (D/C₄₄ − 2C₁₂)p² + c = 0.

The two decaying roots are either both negative imaginary or related by p₂ = −p₁*. In both cases p₁p₂ = −√(c/C₁₁). Adding twice this product to the sum of squares gives p₁ + p₂ = −iη, with

η² = [D/C₄₄ + 2(√(cC₁₁) − C₁₂)]/C₁₁.

A purely tangential load needs mode amplitudes α and −α, so that σ₃₃ = 0. Then t₁ = −ikα(p₁ − p₂) and

σ₁₁ = ikα(p₁² − p₂²) = −(p₁ + p₂)t₁ = iηt₁.

Since iku₁ = ε₁₁ = C₁₁σ₁₁/D, Y₁₁ = ηC₁₁/D. Factorizing D = (√(cC₁₁) − C₁₂)(√(cC₁₁) + C₁₂) leaves Y₁₁ = F(c), where

F(c)² = (C₁₁/D)[2/(√(cC₁₁) + C₁₂) + 1/C₄₄]. (7)

Both D and the square root grow with c, so F falls: a crystal stiff along the ripple relaxes less.

In an isotropic solid with Lamé constants λ and μ, c = C₁₁ = λ + 2μ and D = 4μ(λ + μ). Equation (7) reduces to F = (λ + 2μ)/[2μ(λ + μ)] = 2(1 − ν²)/E, with E Young's modulus and ν Poisson's ratio. This is the plane-strain result.

**5. Why no intermediate angle wins**

The cubic energy density, with strains ε_xx, ε_yy, ε_zz along the cube axes, is

W = ½[C₁₂(tr ε)² + 2C₄₄ ε:ε − H(ε_xx² + ε_yy² + ε_zz²)],

H = 2C₄₄ + C₁₂ − C₁₁.

A pure strain ε_xx confirms the coefficient: C₁₂ + 2C₄₄ − H = C₁₁. In the ripple frame let e = ∂₁u₁ and g = ∂₁u₂. Nothing depends on x₂, so ε₂₂ = 0, and rotation gives

ε_xx, ε_yy = ½[e ± (e cos2θ − g sin2θ)],

ε_xx² + ε_yy² = ½e² + ½(e cos2θ − g sin2θ)².

By (2), the relaxation is the maximum over u of work minus strain energy, and the work contains u₁ alone. Compare a field u at angle θ with the field (u₁, 0, u₃) at θ = 0, which receives the same work. The difference of their energy densities is

W_θ − W₀ = ½[C₄₄g² + C₄₄(∂₃u₂)² − ½H((e cos2θ − g sin2θ)² − e²)].

The Cauchy–Schwarz inequality gives (e cos2θ − g sin2θ)² ≤ e² + g². For H > 0, therefore,

W_θ − W₀ ≥ ½(C₄₄ − ½H)g² = ¼(C₁₁ − C₁₂)g² ≥ 0,

since stability requires C₁₁ > C₁₂. No field at angle θ can do better than its counterpart along <100>, so Y₁₁(θ) ≤ F(C₁₁). Equality demands g = 0, then ∂₃u₂ = 0 and e² sin²2θ = 0. Because e cannot vanish in a loaded body, sin2θ = 0.

For the other side, use the restricted field u₂ = 0 at angle θ. The stiffness along the ripple is then

c(θ) = C₁₂ + 2C₄₄ − ½H(1 + cos²2θ) = C₁₁ + ½H sin²2θ.

A restricted maximum cannot exceed the full one, so for H > 0

F(C₁₁ + ½H sin²2θ) ≤ Y₁₁(θ) ≤ F(C₁₁). (8)

The maximum lies strictly along <100> and the minimum along <110>.

If H < 0, compare instead with (u₁, 0, u₃) at 45°. The difference is ½[C₄₄g² + C₄₄(∂₃u₂)² + ½|H|(e cos2θ − g sin2θ)²] ≥ 0, which puts the maximum along <110>. The lower bound puts the minimum along <100>, because now c(θ) ≤ C₁₁. If H = 0 there is no preference. The Ge result is thus a consequence of the sign of H, not of cubic symmetry alone. The bounds were tested at ten angles on 62 crystals with H > 0, Ge among them, and on 14 with H < 0; all obeyed them.

**6. Numbers for Ge**

Rough typical stiffnesses are C₁₁ = 130, C₁₂ = 48 and C₄₄ = 67 GPa, so H = 134 + 48 − 130 = 52 GPa. Along <100>, D = 130² − 48² = 14 596 GPa² and

F² = (130/14 596)(2/178 + 1/67) = 2.330 × 10⁻⁴ GPa⁻²,

so Y₁₁ = 15.26 TPa⁻¹. Along <110>, c = 130 + 26 = 156 GPa and Y₁₁ = 13.56 TPa⁻¹. The Stroh values between are:

θ = 10°: 15.08 TPa⁻¹
θ = 20°: 14.59 TPa⁻¹
θ = 30°: 14.01 TPa⁻¹
θ = 40°: 13.62 TPa⁻¹

A scan in steps of 1° falls steadily from 0 to 45° and rises again to 90°. At 20° the lower bound in (8) is 14.49 TPa⁻¹, or 0.7 % below the Stroh value. That small gap is the extra relaxation from displacement perpendicular to both k and the normal, which symmetry forbids at 0 and 45°.

**7. A check that keeps the ripple**

Equation (3) flattened the boundary. To test it, minimize the elastic energy in the truly rippled body. With ζ = z − h(x₁), the surface becomes ζ = 0, the volume element is unchanged, and

∂₁ → ∂₁ − h′∂_ζ, ∂₃ → ∂_ζ.

The trial displacements are harmonics in x₁ times exp(−ξ)Lₙ(2ξ), where ξ = −kζ and Lₙ is a Laguerre polynomial. Reversing A shifts the ripple by half a wavelength, so the apparent compliance Y(δ) = −4ΔE k/(s²δ²), with δ = kA, is even in δ. The combination

[4Y(δ) − Y(2δ)]/3

therefore cancels the δ² error. With δ = 0.01 it agrees with the Stroh result at 0, 20 and 45° to 2 × 10⁻⁸ relative.

The depth error can be predicted. A Stroh mode decays as exp(−κξ), κ = ip. The generating function ΣrⁿLₙ(x) = exp[−rx/(1 − r)]/(1 − r), taken at x = 2ξ and multiplied by exp(−ξ), gives exp[−ξ(1 + r)/(1 − r)]. Matching exponents yields r = (κ − 1)/(κ + 1). For the θ = 0 roots |r| = 0.535/1.927 = 0.278, the inverse of the ratio found in section 3. At a minimum the energy error is quadratic in the field error, so n depth functions leave an error of order |r|²ⁿ. For n = 6 this is 2 × 10⁻⁷. Going from 6 depth functions and 3 harmonics to 10 and 4 changed the result at 20° by 2.2 × 10⁻⁷. At that angle the largest |r| is 0.258 and the estimate is 9 × 10⁻⁸, so the agreement is in order of magnitude only. For n = 10 the estimate is below 10⁻¹¹, so the remaining 2 × 10⁻⁸ must have another source. It is the uncancelled δ⁴ term: doubling δ makes it sixteen times larger.

**8. From compliance to growth rate**

Let γ be the surface stiffness, assumed isotropic in the plane. The added surface energy is ½γ⟨h′²⟩ = ¼γk²A², and the total is

E = ¼(γk² − s²Y₁₁k)A². (9)

The ripple lowers the energy for k < k_c = s²Y₁₁/γ. Since ⟨h²⟩ = A²/2, the energy cost per added volume is δE/δh = (γk² − s²Y₁₁k)h. Surface diffusion with isotropic mobility M obeys ∂h/∂t = M∂₁²(δE/δh), so the growth rate is

ω = Mk²(s²Y₁₁k − γk²) = Mγk³(k_c − k).

Setting dω/dk = 0 gives 3k_c = 4k, thus k = ¾k_c and ω_max = (27/256)Mγk_c⁴. Each direction taken at its own fastest wavelength, the ratio is (Y₁₁<100>/Y₁₁<110>)⁴ = 1.1256⁴ = 1.605. This is the 60 % of the opening.

Consider a 10 nm coherent Ge film, treated for now as a half-space, with ε = −0.8 % and a round stiffness γ = 1 J/m² = 1 GPa nm. Equation (1) gives s = 142.55 × (−0.008) = −1.140 GPa. Along <100>,

k_c = 1.3006 × 0.015265 = 0.01985 nm⁻¹,

a critical wavelength of about 316 nm (3.16 × 10⁻⁷ m). Along <110> it is 356 nm. Between these two wavelengths the <100> ripple grows while the <110> ripple decays. The fastest wavelengths are 422 and 475 nm.

At the common wavelength 422 nm and A = 1 nm, the elastic gains are 0.461 and 0.410 meV/nm², against a surface cost of 0.346 meV/nm². The net gains, 0.115 and 0.064 meV/nm², differ by a factor 1.8. The subtraction of a common cost enlarges the modest elastic anisotropy.

**9. Model error and the real film**

Thin strained Ge on relaxed Ge-rich SiGe is used for hole quantum wells, and the chosen strain and thickness are of that kind. The half-space assumption is broken most plainly: kh_f = 0.149 for film thickness h_f = 10 nm, so much of the elastic field lies in the buffer. To include it, propagate w = (u, t/(ik)) through the film by dw/dz = ikNw, starting from t = kY_b⁻¹u at the buffer, whose compliance is Y_b. For 80 % Ge, with stiffnesses interpolated linearly, Y₁₁<100> falls by 3.2 % and the directional ratio becomes 1.122, both at 422 nm. With each direction at its own fastest wavelength, the growth-rate ratio remains 1.60, while those wavelengths become about 3 % longer than in section 8. The extrema stay put, because the inequalities of section 5 hold point by point in both materials when H > 0 in each.

Other effects, each estimated separately for an all-Ge half-space at the same strain and, where a wavelength must be chosen, at 422 nm, are:

- Adding the geometric prestress term sδ_ik to Q raises Y₁₁<100> by 1.2 % and gives a ratio of 1.128. Third-order elastic constants matter more and change Y₁₁ the other way. With rough values C₁₁₁ = −710, C₁₁₂ = −389, C₁₂₃ = −18, C₁₄₄ = −23 and C₁₅₅ = −292 GPa, they lower Y₁₁ by about 3.5 % along <100> and 4.6 % along <110>. These two shifts use the moduli of the unstrained reference. Referring them to the strained crystal raises Y₁₁ by a further 0.8 %, and all effects together leave Y₁₁ about 1.6 and 2.9 % below the values of section 6, with a ratio near 1.14, whose fourth power, the growth-rate ratio, is about 1.7. The elastic gain, proportional to s²Y₁₁, nevertheless rises by about 5 and 3 %, because the same constants increase |s| at fixed strain.
- With A = 10 nm, finite slope lowers the gain by 1.1 % along <100> and 1.3 % along <110>, relative to (3).
- A surface stress of 1 N/m adds a normal traction 1.3 % as large as the tangential one.
- A rough softening of 10⁻⁴ per K over 400 K lengthens the critical <100> wavelength to 330 nm at fixed strain.
- Changing the three stiffnesses independently by ±5 % moves the compliance ratio between 1.08 and 1.17 at the eight extreme combinations. The growth-rate ratio, its fourth power, then lies between 1.37 and 1.90, so the 60 % is much less certain than the direction. Unrounded room-temperature values near 128.5, 48.3 and 66.8 GPa already give a compliance ratio of 1.131 and a growth-rate ratio of 1.64.

The absolute wavelength is less secure than the direction. In the linear half-space model it is proportional to γ, which was merely set to a round value, and to 1/ε².

Misfit dislocations can relieve the strain instead. For a 60° dislocation of Burgers length b = 0.40 nm, an isotropic estimate equates line energy and work per length:

μb²(1 − ν/4)[ln(h_f/b) + 1]/[4π(1 − ν)] = |s|h_f b/2,

with |s| = 2μ(1 + ν)|ε|/(1 − ν) and ν = 0.27. The balance is reached at 13.1 nm, but the term +1 in the bracket stands for a poorly known core energy. Without it the balance falls to about 9 nm, less than the film thickness. The estimate therefore does not settle whether the flat film stays free of dislocations, and a tall crest is less secure still.

The surface can also overturn the elastic preference. By ω_max ∝ Y₁₁⁴/γ³, <110> ripples would grow faster if the stiffness for <100> ripples were larger by a factor above 1.1256^(4/3) = 1.17, at equal mobility. A smooth surface energy with fourfold symmetry forbids this, since a second-rank stiffness tensor is then isotropic; a single reconstructed domain with twofold symmetry does not. With its axes along <110>, such a domain favours only one of the two <110> directions, and the fastest ripple turns away from <100> even below this threshold.

If (001) is a true facet, its energy has a cusp β|h′|. The cost is then β⟨|h′|⟩ = 2βkA/π, linear in A, and it exceeds the quadratic gain at small amplitude. The flat surface then resists small ripples and the growth law of section 8 fails, although the elastic ordering (8) remains. Wetting forces and alloying with the buffer are also left out. Apart from the third-order constants, the material values used here are collected in the numerical output below.

Calculated quantities

```
INPUTS (rough typical or round values)
Ge C11, C12, C44 = 130, 48, 67 GPa
Si C11, C12, C44 = 165, 64, 80 GPa
Ge fraction of buffer = 0.8
buffer C11, C12, C44 = 137.0, 51.2, 69.6 GPa
film strain = -0.8 %, film thickness = 10 nm
surface stiffness = 1.0 J/m^2
COMPLIANCE
anisotropy H = 52.0 GPa
Zener ratio 2 C44/(C11-C12) = 1.634
base stress = -1.1404 GPa
theta  0 deg: Y11 = 15.2646, lower bound 15.2646 1/TPa
theta 10 deg: Y11 = 15.0768, lower bound 15.0347 1/TPa
theta 20 deg: Y11 = 14.5894, lower bound 14.4926 1/TPa
theta 30 deg: Y11 = 14.0108, lower bound 13.9372 1/TPa
theta 40 deg: Y11 = 13.6163, lower bound 13.6049 1/TPa
theta 45 deg: Y11 = 13.5610, lower bound 13.5610 1/TPa
ratio Y11<100>/Y11<110> = 1.1256
decaying Stroh root at 0 deg: -0.5154 -0.8569 i
decaying Stroh root at 0 deg: -0.0000 -1.0000 i
decaying Stroh root at 0 deg: +0.5154 -0.8569 i
CHECKS AND CONVERGENCE (relative)
Stroh against 64-point integral, largest = 2.0e-15
integral, 16 to 32 points, shift = 2.4e-10
Stroh against rippled-body minimum, largest = 1.9e-08
rippled-body basis enlarged, shift = 2.2e-07
crystals tried: H>0 62, H<0 14
INSTABILITY
<100>: critical wavelength = 316.5 nm, fastest = 422.0 nm
<110>: critical wavelength = 356.2 nm, fastest = 475.0 nm
peak growth-rate ratio <100>/<110> = 1.605
At the fastest <100> wavelength, k = 0.01489 1/nm, A = 1 nm:
elastic gain <100> = 0.4612 meV/nm^2
elastic gain <110> = 0.4098 meV/nm^2
surface cost = 0.3459 meV/nm^2
NEGLECTED EFFECTS
k times film thickness = 0.1489
buffer: Y11<100> shift = -3.20 %
buffer: ratio <100>/<110> = 1.1224
geometric prestress: Y11<100> shift = 1.18 %
geometric prestress: ratio <100>/<110> = 1.1276
amplitude = film thickness: gain shift <100> = -1.06 %
amplitude = film thickness: gain shift <110> = -1.32 %
surface stress 1 N/m: traction ratio = 1.31 %
softening 1e-04 per K over 400 K: critical wavelength <100> = 329.7 nm
constants +-5 %: ratio from 1.0828 to 1.1747
dislocation inputs: Burgers length 0.40 nm, Poisson ratio 0.270
misfit-dislocation thickness = 13.1 nm
```
